# How the local potential sets d scattering and s ghosts

**Question.** An ultrasoft or PAW dataset has projectors up to some highest angular momentum $l_{\max}$. Why do the channels above it feel the local potential alone, and how can the depth of that potential decide both the d scattering of silicon and the appearance of ghost states in potassium and calcium?

**Answer.**

## The mechanism: projectors see one angular momentum each

Hartree atomic units are used. Take one atom in a fixed, spherical, screened reference potential $V_{AE}$. The dataset replaces it by

$$H=T+V_{loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|,\qquad S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j| ,$$

with the equation $H\psi=ES\psi$ and $S$ positive. Outside the core radius $r_c$ the projectors vanish and $V_{loc}=V_{AE}$. Each projector is a radial function times a spherical harmonic $Y_{l_im_i}$, so for a wave $f(r)Y_{lm}$

$$\langle\beta_i|fY_{lm}\rangle=\int\beta_i(r)f(r)\,r^2dr\int Y^*_{l_im_i}Y_{lm}\,d\Omega=0\quad\text{if } l>l_{\max}.$$

The nonlocal terms of both $H$ and $S$ drop out. With $u=rf$, what remains is

$$-\tfrac12u''+\Big[\frac{l(l+1)}{2r^2}+V_{loc}\Big]u=Eu .$$

A non-spherical $D_{ij}$ does not change this, because it still stands between the same projectors. In a solid, however, the projectors of neighbouring atoms do act on the wave.

These channels carry real weight. For a plane wave with $k=1$ bohr$^{-1}$, 19% of the density on a sphere of radius 1.9 bohr has $l\ge2$. With s and p projectors alone, that part is scattered by $V_{loc}$.

## What "depth" must get right

Let $u_{loc}$ and $u_{AE}$ solve the radial equation at the same $E$ and $l$ with the two potentials. The energy and centrifugal terms cancel in

$$(u_{AE}u_{loc}'-u_{loc}u_{AE}')'=u_{AE}u_{loc}''-u_{loc}u_{AE}''=2(V_{loc}-V_{AE})u_{loc}u_{AE}.$$

Both waves vanish at the origin. Integrating to $r_c$ and dividing by $u_{loc}u_{AE}$ there gives, for $L=u'/u$,

$$L_{loc}-L_{AE}=\frac{2\int_0^{r_c}(V_{loc}-V_{AE})\,u_{loc}u_{AE}\,dr}{u_{loc}(r_c)\,u_{AE}(r_c)} .$$

The scattering is right at this energy when the integral vanishes. The value of $V_{loc}$ at the nucleus has no special role; it becomes a useful handle once $r_c$ and the shape are fixed. With $x=r/r_c$, take

$$V_{loc}=a_0+a_1x^2+(V_0-a_0)(1-x^2)^m,\quad a_1=\tfrac12r_cV_{AE}'(r_c),\quad a_0=V_{AE}(r_c)-a_1 .$$

This joins $V_{AE}$ in value and slope at $r_c$, and $V_{loc}(0)=V_0$. Unless stated otherwise, $m=2$.

To find the effect of $V_0$ on the phase shift $\delta$, compare the waves $u_1,u_2$ for $V_0$ and $V_0+dV_0$, normalized outside to $\sin(kr-l\pi/2+\delta)$, with $k=\sqrt{2E}$. Their outer Wronskian is

$$u_1u_2'-u_2u_1'=k\sin(\delta_1-\delta_2)\to-k\,d\delta .$$

By the identity above it also equals $2\,dV_0\int g\,u^2dr$, where $g=\partial V_{loc}/\partial V_0=(1-x^2)^m$. Hence

$$\frac{d\delta}{dV_0}=-\frac2k\int_0^{r_c}g\,u^2\,dr<0 .$$

A deeper potential raises the phase. Near the origin $u^2\propto r^{2l+2}$, so a d wave gives little weight to the centre.

Equal $L$ fixes the phase only modulo $\pi$, and in a channel without core states one more condition is needed. The d channel of the atoms below is of this kind: the local potential must carry every all-electron d state, and a wave with the same $L$ but one node fewer inside $r_c$ has lost one of them. Let $n$ be the number of nodes inside $r_c$ and define $\vartheta=\pi n+\pi/2-\arctan L$, with $L$ in bohr$^{-1}$. As a node enters through $r_c$, $L$ jumps from $-\infty$ to $+\infty$ and $n$ rises by one, so $\vartheta$ is continuous. Matching $\vartheta$ fixes both $L$ and the node number.

## Silicon: one depth, one energy

The atoms are treated in non-relativistic, spin-unpolarized, spherical LDA. For silicon $r_c=1.9$ bohr, and phases belong to the potential cut off at 10 bohr. Matching the d wave at 0.2 Ha gives

$$V_0=-4.07\ \text{Ha}=-110.8\ \text{eV}.$$

The narrower shape $m=3$ needs $-5.83$ Ha for the same scattering. Depth without a shape is therefore not a property that can be carried from one dataset to another.

At the fitted depth $d\delta/dV_0$ is $-0.193$ rad/Ha for d and $-0.372$ rad/Ha for an s wave in the local potential alone, without its projector. The mean radius of the weight $g\,u^2$ is 1.22 bohr for d and 0.61 bohr for s. The d phase at 0.2 Ha is 2.228 rad; 1 Ha deeper it is 2.493, and 1 Ha shallower 2.079. The changes, $+0.265$ and $-0.150$, lie on either side of the linear estimate $0.193$, so the response is clearly curved on this scale.

The fit does not hold equally well at other energies. At 0.1 Ha the local phase is too large by 0.006 rad, and at 0.6 Ha too small by 0.051 rad. The leading cause is a mismatch in the energy slope at the fitting point; the error is not linear in energy (it is 0.023 rad at 0.4 Ha), so higher derivatives contribute as well. Consider a channel with at most one projector, and write $F(E)=D-Eq$. Inside $r_c$, with $W=V_{loc}+l(l+1)/2r^2$,

$$-\tfrac12u''+(W-E)u+\beta F\langle\beta|u\rangle=0 .$$

Differentiate with respect to $E$, writing $\dot u=\partial u/\partial E$ and using $\dot F=-q$:

$$-\tfrac12\dot u''+(W-E)\dot u+\beta F\langle\beta|\dot u\rangle=u+q\beta\langle\beta|u\rangle .$$

Multiply the second equation by $u$, the first by $\dot u$, subtract and integrate. The $W$ and $F$ terms cancel. The derivative terms leave $-\tfrac12(u\dot u'-\dot uu')=-\tfrac12u^2\,dL/dE$ at $r_c$, so

$$\frac{dL}{dE}=-\frac{2}{u(r_c)^2}\Big[\int_0^{r_c}u^2dr+q\langle\beta|u\rangle^2\Big].$$

Without a projector, the slope is set by the norm of the smooth wave inside $r_c$. A single number $V_0$ can fit $L$, but it cannot in general fit this norm as well.

A d projector supplies what is missing. Let $\tilde u$ be a pseudo-wave that joins $u_{AE}$ smoothly at $r_c$, at reference energy $E_r$, and define

$$\chi=(E_r-T-V_{loc})\tilde u,\quad B=\langle\tilde u|\chi\rangle,\quad \beta=\chi/B,\quad D=B+E_rq,$$

where $T$ includes the centrifugal term and $q$ is the all-electron norm minus the pseudo norm inside $r_c$. Then $\langle\beta|\tilde u\rangle=1$ and $F(E_r)=B$, so

$$(H-E_rS)\tilde u=-\chi+\beta B=0 .$$

The phase is right at $E_r$ for any $V_0$ with $B\neq0$. The bracket in the slope formula becomes $\int\tilde u^2dr+q=\int u_{AE}^2dr$, so the slope is right too. With $V_0$ set 2 Ha too shallow, the local potential alone misses the d phase at 0.2 Ha by 0.243 rad. A projector built at 0.2 Ha removes this error and leaves 0.010 rad at 0.6 Ha.

## Counting ghosts

In a channel that has projectors, $V_{loc}$ can do harm in another way. A ghost here means an extra state below the valence level, in a dataset for which that level should be the lowest.

Let $N(E)$ be the number of states below $E<0$, with $E$ not a level of $T+V_{loc}$. Since

$$S^{-1/2}(H-ES)S^{-1/2}=S^{-1/2}HS^{-1/2}-E,$$

and such a congruence preserves the signs of eigenvalues, $N(E)$ is the number of negative eigenvalues of $H-ES$. Put $A=T+V_{loc}-E$, let $P$ have the projectors as columns, and let $F=D-Eq$ be an invertible matrix. Then $H-ES=A+PFP^\dagger$. Consider

$$M=\begin{pmatrix}A&P\\P^\dagger&-F^{-1}\end{pmatrix}.$$

Block elimination is also a congruence. Write $n_\pm$ for the number of positive or negative eigenvalues. Eliminating the lower block leaves $A+PFP^\dagger$; eliminating the upper one leaves $-F^{-1}-P^\dagger A^{-1}P$. Counting the negative eigenvalues of $M$ both ways,

$$n_+(F)+N(E)=N_{loc}(E)+n_+(F^{-1}+P^\dagger A^{-1}P),$$

where $N_{loc}$ counts the levels of $T+V_{loc}$ below $E$. Since $n_+(F)$ is at most the number $n$ of projectors, $N\ge N_{loc}-n$. Projectors can remove no more than $n$ states from an overdeep well.

For the single projector built above, take $E=E_r$. From $A\tilde u=-\chi$ follows $A^{-1}\beta=-\tilde u/B$, hence $\langle\beta|A^{-1}|\beta\rangle=-1/B$. This cancels $F^{-1}=1/B$, and

$$N(E_r)=N_{loc}(E_r)-[B>0],$$

where the bracket is 1 if the condition holds and 0 otherwise. Direct diagonalization confirmed this count for every dataset and depth used below.

Three values of $V_0$ organize the result: $V_a$, where the lowest local level equals $E_r$; $V_b$, where $B=0$; and $V_c$, where the second local level equals $E_r$. At $V_a$ the operator $A$ has no negative eigenvalue, so $B=-\langle\tilde u|A|\tilde u\rangle\le0$. Also $dB/dV_0=-\int g\tilde u^2dr<0$, so $B$ reaches zero at or below $V_a$. If $\tilde u$ is not itself the local ground state, $V_b<V_a$.

When $V_c<V_b$, as in all cases here, the ranges from shallow to deep are:

- $V_0>V_a$: no local level below $E_r$, and no ghost.
- $V_b<V_0<V_a$: the well already binds a state, the projector is attractive, and there is one ghost.
- $V_c<V_0<V_b$: one local level and a repulsive projector, so no ghost.
- $V_0<V_c$: at least two local levels, of which one projector can remove one. A ghost is forced.

Of the three limits, only $V_b$ depends on the pseudo-wave. Here $\tilde u$ is nodeless and holds 90% of the all-electron norm inside $r_c$; another choice moves $V_b$, and can remove a ghost that lies close to it. With this pseudo-wave silicon s shows all four ranges: $V_a=-0.20$, $V_b=-1.01$ and $V_c=-7.22$ Ha. There is a ghost at $V_0=-1$ Ha, none from $-2$ to $-6$ Ha, and one again at $-8$ Ha. A ghost can thus come from a potential that is too shallow as well as from one that is too deep.

## Why potassium and calcium are caught

Now leave out the d projector, so that d scattering dictates $V_0$, and ask what this does to s. Near its bottom a smooth well resembles an oscillator, with levels $V_0+\omega(2n_r+l+\tfrac32)$, where $n_r$ is the number of radial nodes. The first d level ($n_r=0$, $l=2$) and the second s level ($n_r=1$, $l=0$) both lie at $V_0+\tfrac72\omega$. This suggests that a well deep enough to make a low d level also makes a second s level. The real wells are not parabolic, so the count must decide.

The d waves at 0.2 Ha differ strongly. In silicon $L(r_c)=0.44$ bohr$^{-1}$, and the wave is still rising. In potassium, with $r_c=3.4$ bohr, $L=-4.55$ bohr$^{-1}$: the wave falls steeply towards a node. In calcium, with $r_c=3.0$ bohr, the node is already inside, so its fitted depth rests on the node condition; without a node, the same $L=1.86$ bohr$^{-1}$ would require a strongly repulsive centre instead of a well.

To compare wells of different size, multiply the radial equation by $r_c^2$ and use $x$ as the variable. The potential then enters as $r_c^2V_{loc}$, so $r_c^2|V_0|$ measures binding power, roughly, since the outer tail and $E_r$ also matter. For potassium the ghost limit is $1.917\times3.4^2=22.2$, and the d fit, $V_0=-2.494$ Ha, gives $2.494\times3.4^2=28.8$. In Ha bohr$^2$:

| atom | s ghost limit, $r_c^2\lvert V_c\rvert$ | d fit, $r_c^2\lvert V_0\rvert$ |
|---|---:|---:|
| Si | 26.1 | 14.7 |
| K | 22.2 | 28.8 |
| Ca | 22.3 | 38.1 |

For these radii and this shape the limits are similar; the demands of the d channel are not. Silicon stays on the safe side, and its p channel is also free of ghosts at the fitted depth. In potassium and calcium the fit gives $N_{loc}=2$ and $B>0$, hence $2-1=1$ ghost:

- K: the 4s level is at $-0.089$ Ha, the ghost at $-0.509$ Ha ($-13.8$ eV).
- Ca: the 4s level is at $-0.141$ Ha, the ghost at $-1.477$ Ha ($-40.2$ eV).

The d channel itself is not safe either. In calcium the lowest all-electron d level is $-0.083$ Ha, but the fitted local potential puts it at $-0.355$ Ha. In potassium the lowest all-electron d state, computed in a box of 40 bohr, lies above zero at $+0.003$ Ha, while the fitted potential binds one at $-0.030$ Ha. Another 1 Ha of depth lowers these levels to $-0.747$ and $-0.311$ Ha. Correct scattering at 0.2 Ha does not protect the bound region: only $L$ was fitted, at one energy, and neither its slope nor its curvature. A projector built at 0.2 Ha would fix the slope there, but it is not guaranteed to reproduce a level 0.28 Ha lower; building it at the bound level itself does.

A d projector removes the conflict: $V_0$ may then be chosen for the s channel, for example $-1$ Ha, where neither atom has an s ghost below 4s. The p channel and the new d channel need their own counts, which were not made here, and ghosts above the valence level need a count at higher energy. Treating the semicore s state as valence changes the balance too, since there are then two projectors and one wanted state below 4s. The bound $N\ge N_{loc}-2$ then forces a ghost only if $N_{loc}\ge4$, although it does not exclude one for a shallower well.

These depths belong to the stated radii, shapes and fitting energy, and to datasets without semicore states; the ghost energies also depend on the pseudo-wave. They show how the conflict arises in two atoms, and do not prove that every alkali or alkaline-earth dataset has a ghost. The full set of phases, thresholds and counts is in the numerical output below.

## Table of computed values

```
Ca 4s level, radial / Gaussian: -0.14147 / -0.14144 Ha
plane wave k=1/bohr at r=1.9 bohr, share l>=2: 0.1913
Si all-electron d wave at 0.2 Ha: nodes inside rc 0, L(rc) 0.4424 /bohr
K all-electron d wave at 0.2 Ha: nodes inside rc 0, L(rc) -4.5468 /bohr
Ca all-electron d wave at 0.2 Ha: nodes inside rc 1, L(rc) 1.8570 /bohr
Si V_AE(rc): -0.8316 Ha
Si d-fitted V0: -4.0730 Ha = -110.83 eV
Si d-fitted V0, narrower shape (power 3): -5.8334 Ha
Si l=0: d(delta)/dV0 -0.37214 rad/Ha, weight radius 0.606 bohr
Si l=2: d(delta)/dV0 -0.19293 rad/Ha, weight radius 1.215 bohr
Si d phase shifts (rad, modulo pi) at E = [0.1, 0.2, 0.4, 0.6] Ha
  all-electron: 1.9325 2.2283 2.3422 2.3509
  local V0=-2.073 Ha: 1.7688 1.9850 1.9951 1.9367
  local V0=-3.073 Ha: 1.8321 2.0788 2.1247 2.0858
  local V0=-4.073 Ha: 1.9387 2.2283 2.3194 2.2998
  local V0=-5.073 Ha: 2.1542 2.4934 2.6212 2.6052
  power 3, V0=-4.073 Ha: 1.8247 2.0693 2.1155 2.0797
  V0=-2.073 Ha + d projector: 1.9322 2.2283 2.3399 2.3406
ghost sweep over V0 = [2, 0, -1, -2, -3, -4, -5, -6, -8] Ha
Si l=0: rc 1.9 bohr, E_ref -0.39812 Ha
  V_a -0.197, V_b -1.013, V_c -7.220 Ha
  ghosts in sweep: [0, 0, 1, 0, 0, 0, 0, 0, 1]
  d-fitted V0 -4.073 Ha: N_loc 1, B>0 True, ghosts 0
  lowest dataset level there: -0.3981 Ha = -10.83 eV
Si l=1: rc 1.9 bohr, E_ref -0.15331 Ha
  V_a -1.306, V_b -1.629, V_c -11.865 Ha
  ghosts in sweep: [0, 0, 0, 0, 0, 0, 0, 0, 0]
  d-fitted V0 -4.073 Ha: N_loc 1, B>0 True, ghosts 0
  lowest dataset level there: -0.1533 Ha = -4.17 eV
K l=0: rc 3.4 bohr, E_ref -0.08887 Ha
  V_a 0.414, V_b 0.150, V_c -1.917 Ha
  ghosts in sweep: [0, 0, 0, 1, 1, 1, 1, 2, 2]
  d-fitted V0 -2.494 Ha: N_loc 2, B>0 True, ghosts 1
  lowest dataset level there: -0.5088 Ha = -13.85 eV
Ca l=0: rc 3.0 bohr, E_ref -0.14147 Ha
  V_a 0.556, V_b 0.233, V_c -2.474 Ha
  ghosts in sweep: [0, 0, 0, 0, 1, 1, 1, 1, 2]
  d-fitted V0 -4.235 Ha: N_loc 2, B>0 True, ghosts 1
  lowest dataset level there: -1.4767 Ha = -40.18 eV
K lowest d level in 40 bohr box (Ha): AE 0.0028, fitted -0.0303, 1 Ha deeper -0.3108
Ca lowest d level in 40 bohr box (Ha): AE -0.0830, fitted -0.3546, 1 Ha deeper -0.7469
```
